\section*{Ligand Spin-Orbit Coupling in Metal g Shifts: Cancellation and Reversal, part 1}

(Sections cited here and not found follow in the second part.)

\subsection{Result}

Covalency places part of a metal's unpaired electron on the ligands, where it feels the ligand spin-orbit constant $\zeta_p$ instead of the metal constant $\zeta_d$. For a planar MX$_4$ unit with one unpaired electron, in an independent-electron model and to first order in the spin-orbit constants, the shift $\Delta g=g-g_e$ along a principal axis is
\begin{equation}
\Delta g = 2m^2\left[\frac{k^*\zeta^*}{\varepsilon_0-\varepsilon^*}+\frac{k^b\zeta^b}{\varepsilon_0-\varepsilon^b}\right],
\label{eq:main}
\end{equation}
\begin{align}
k^*&=ab+\eta a'b', & \zeta^*&=ab\,\zeta_d+\eta a'b'\zeta_p,\label{eq:dd}\\
k^b&=ab'-\eta a'b, & \zeta^b&=ab'\zeta_d-\eta a'b\,\zeta_p.\label{eq:ct}
\end{align}
The singly occupied orbital (SOMO) $a\,d_0-a'\chi_0$ has energy $\varepsilon_0$. It couples to an antibonding partner $b\,d_n-b'\chi_n$ at $\varepsilon^*$ (the d--d term) and a bonding partner $b'd_n+b\chi_n$ at $\varepsilon^b$ (the charge-transfer, CT, term). The $\chi$ are ligand $p$ group orbitals, all four coefficients are non-negative, and $m$ and $\eta$ are pure numbers: $|m|=2$, $\eta=-\tfrac12$ for $x^2-y^2\leftrightarrow xy$ (field along $z$); $|m|=1$, $\eta=-1/\sqrt2$ for $x^2-y^2\to yz$; $|m|=1$, $\eta=+1/\sqrt2$ for $xy\to xz$ (field along $x$).

Cancellation and reversal are conditional. The ligand opposes the metal in $\zeta^*$ when the channel links a $\sigma$ and a $\pi$ orbital ($\eta<0$) and reinforces it in the $\pi$--$\pi$ channel ($\eta>0$). For an $xy$ SOMO ($d^1$) the d--d and CT ligand terms both raise $g_\parallel$, and in the model below $\Delta g_\parallel$ and $g_\parallel-g_\perp$ change sign between chloride and bromide. For an $x^2-y^2$ SOMO ($d^9$) the two ligand terms oppose each other, and with the model parameters below the iodide value of $\zeta_p$ reduces $\Delta g_\parallel$ without reversing it.

\subsection{Model and reduction to one orbital level}

Atomic units are used in the algebra, with $\mu_B=\tfrac12$. The one-electron Hamiltonian is
\begin{equation}
H=H_0+\mathbf h\cdot\mathbf s+\mu_B\mathbf B\cdot(\mathbf L+g_e\mathbf s),\qquad
\mathbf h=\zeta_d\,\mathbf l_M+\zeta_p\sum_{X}\mathbf l_X .
\end{equation}
$H_0$ is real and spin-free. The basis is five metal $d$ orbitals and three valence $p$ orbitals on each ligand, taken as orthonormal until overlap is restored below. $\mathbf L$ is taken about the metal; $\mathbf l_M$ and $\mathbf l_X$ are angular momenta about each nucleus acting within that atom's orbitals (the one-centre approximation). For a central potential $V(r)$ the constant is $\zeta=\langle\xi\rangle$ with $\xi=(\alpha^2/2)\,r^{-1}dV/dr$, positive for electrons. Electron repulsion, ligand $s$ orbitals and ligand cores are outside the model.

Time reversal maps $H(\mathbf B)$ to $H(-\mathbf B)$, so the two have the same spectrum. The sum of the filled levels below the SOMO, separated from it by a gap, is therefore an even and smooth function of $B$ and has no linear term. The Zeeman splitting of the many-electron doublet is that of the SOMO Kramers pair, whether the partner orbitals are filled or empty.

The operators $L_k$ and $h_k$ are Hermitian and purely imaginary, so their expectation values in the real, orbitally nondegenerate SOMO $|0\rangle$ vanish. In second order the terms linear in $B$ come from products of a Zeeman and a spin-orbit matrix element. The spin Zeeman operator has no element between different orbitals, so the product involves $\mathbf L$:
\begin{equation}
H_{\rm eff}=\mu_B\sum_{kj}B_k s_j\sum_{n\neq0}\frac{\langle0|L_k|n\rangle\langle n|h_j|0\rangle+\langle0|h_j|n\rangle\langle n|L_k|0\rangle}{\varepsilon_0-\varepsilon_n}.
\end{equation}
The two products are complex conjugates. Comparison with $\mu_B\sum B_k\,\Delta g_{kj}s_j$ gives
\begin{equation}
\Delta g_{kk}=2\sum_{n\ne0}\frac{\mathrm{Re}\,\langle0|L_k|n\rangle\langle n|h_k|0\rangle}{\varepsilon_0-\varepsilon_n}.
\label{eq:sos}
\end{equation}
Without ligands, $\langle xy|l_z|x^2-y^2\rangle=2i$ gives $(-2i)(2i\zeta_d)=4\zeta_d$ and $\Delta g_\parallel=8\zeta_d/(\varepsilon_0-\varepsilon_n)$: positive for a filled partner below the SOMO, negative for an empty one above.

\subsection{Group orbitals and mixing coefficients}

Ligands 1 to 4 sit at $+x$, $+y$, $-x$, $-y$, and $x_1$ denotes $p_x$ on ligand 1. Each group orbital is given the phase that makes its overlap with the $d$ partner positive, which means that each $p$ lobe facing a $d$ lobe has the sign of that lobe:
\begin{align}
\chi_{x^2-y^2}&=\tfrac12(-x_1+y_2+x_3-y_4), & \chi_{yz}&=\tfrac1{\sqrt2}(z_2-z_4),\\
\chi_{xy}&=\tfrac12(y_1+x_2-y_3-x_4), & \chi_{xz}&=\tfrac1{\sqrt2}(z_1-z_3).
\end{align}
A $d$ orbital is proportional to $\mathbf r\cdot Q\mathbf r$ with $Q$ symmetric, traceless and $\mathrm{Tr}\,Q^2=1$. For a ligand along $\mathbf n$, the $\sigma$ part of the orbital is $\sqrt{3/2}\;\mathbf n\cdot Q\mathbf n$ and the $\pi$ part is $\sqrt2$ times the component of $Q\mathbf n$ normal to $\mathbf n$; the prefactors make these unity for $z^2$ and $xz$ with $\mathbf n$ along $z$. Positive overlap goes with negative hopping, $-V_\sigma$ or $-V_\pi$ times these factors. For $x^2-y^2$, $Q=\mathrm{diag}(1,-1,0)/\sqrt2$ and the $\sigma$ factor has size $\sqrt3/2$ on each ligand, so $\langle d|H_0|\chi\rangle=-T$ with $T=4\cdot\tfrac12\cdot\tfrac{\sqrt3}2V_\sigma=\sqrt3V_\sigma$. The $\pi$ factor has size 1 on each participating ligand, so $T=4\cdot\tfrac12V_\pi=2V_\pi$ for $xy$ and $T=2V_\pi/\sqrt2=\sqrt2V_\pi$ for $xz$ and $yz$.

With the $p$ levels at zero, no ligand--ligand hopping and the $d$ level at $E>0$, each pair $(d,\chi)$ has diagonal elements $E$, $0$ and off-diagonal element $-T$. The secular equation $\varepsilon(\varepsilon-E)=T^2$ gives $\varepsilon=E/2\pm R$, $R=\sqrt{E^2/4+T^2}$. For the upper root with vector $(a,-a')$ the first row reads $Ea+Ta'=(E/2+R)a$, so
\begin{equation}
\lambda\equiv\frac{a'}{a}=\frac{R-E/2}{T},\qquad
\lambda^2=\frac{R-E/2}{R+E/2},\qquad
a'^2=\frac{\lambda^2}{1+\lambda^2}=\frac12\left(1-\frac{E}{2R}\right),
\end{equation}
where $T^2=(R-E/2)(R+E/2)$ was used. The lower root is the orthogonal vector $(a',a)$.

\subsection{The numbers $m$ and $\eta$}

Define $\langle d_n|l_k|d_0\rangle=im$ and $\langle\chi_n|\sum_X l_{X,k}|\chi_0\rangle=im\eta$. From $l_z=-i(x\partial_y-y\partial_x)$ and $l_x=-i(y\partial_z-z\partial_y)$, the $p$ orbitals obey $l_zx=iy$, $l_zy=-ix$, $l_xx=0$, $l_xy=iz$. The functions $(x^2-y^2)/2$, $xy$, $xz$, $yz$ have equal norms, and
\begin{align}
l_z\tfrac12(x^2-y^2)&=-i(-xy-xy)=2i\,xy, & l_z\,xy&=-2i\,\tfrac12(x^2-y^2),\\
l_x\tfrac12(x^2-y^2)&=-i\,yz, & l_x\,xy&=+i\,xz .
\end{align}
The ligand operators act term by term:
\begin{align}
\textstyle\sum l_z\,\chi_{x^2-y^2}&=\tfrac12(-iy_1-ix_2+iy_3+ix_4)=-i\chi_{xy},\\
\textstyle\sum l_z\,\chi_{xy}&=\tfrac12(-ix_1+iy_2+ix_3-iy_4)=+i\chi_{x^2-y^2},\\
\textstyle\sum l_x\,\chi_{x^2-y^2}&=\tfrac i2(z_2-z_4)=\tfrac{i}{\sqrt2}\chi_{yz},\\
\textstyle\sum l_x\,\chi_{xy}&=\tfrac i2(z_1-z_3)=\tfrac{i}{\sqrt2}\chi_{xz}.
\end{align}
Division by $im$, with $m=2,-2,-1,+1$ in turn, gives $\eta=-\tfrac12,-\tfrac12,-1/\sqrt2,+1/\sqrt2$. Each result is a single group orbital with the symmetry of $d_n$, so for each axis $k$ the component $h_k$ connects the SOMO to the space spanned by that channel's $d_n$ and $\chi_n$ and to no other level.

The sign of $\eta$ is geometric. A small rotation about $z$ carries the $+x$ lobe of $d_{x^2-y^2}$ toward $+y$. The same rotation about the centre of ligand 1 carries the positive lobe of $-x_1$, which points back at the metal along $-x$, toward $-y$. The facing lobes move apart, as the facing rims of two wheels turned in the same sense do, and the generated $\pi$ orbital has negative overlap with the generated $d_{xy}$. In the $xy\to xz$ channel the rotation axis $x$ passes through the metal and through ligands 1 and 3, so the rotation about the ligand is the rotation about the metal, the facing lobes move together, and $\eta>0$.

The Zeeman operator needs one more step. On a ligand at $\mathbf R$, $\mathbf L=\mathbf l_X+\mathbf R\times\mathbf p$. The element of $\mathbf p$ between two $p$ orbitals on one centre has an integrand odd under inversion through that centre and vanishes. With two-centre elements dropped, $\mathbf L=\mathbf l_M+\sum\mathbf l_X$, which is $\mathbf h$ with both constants set to one. Then
\begin{align}
\langle b\,d_n-b'\chi_n|h_k|a\,d_0-a'\chi_0\rangle&=im\,(ab\,\zeta_d+\eta a'b'\zeta_p)=im\zeta^*,\\
\langle b'd_n+b\chi_n|h_k|a\,d_0-a'\chi_0\rangle&=im\,(ab'\zeta_d-\eta a'b\,\zeta_p)=im\zeta^b,
\end{align}
and the elements of $L_k$ are $imk^*$ and $imk^b$. Each product in Eq.~(\ref{eq:sos}) is $(-imk)(im\zeta)=m^2k\zeta$, which gives Eq.~(\ref{eq:main}). The ligand part changes sign between the two partners because the antibonding orbital carries $-b'$ and the bonding orbital $+b$.

\subsection{Conditions for cancellation and reversal}

With $\lambda_0=a'/a$, $\lambda_n=b'/b$ and $\eta<0$,
\begin{equation}
k^*\zeta^*=(ab)^2\,(1-|\eta|\lambda_0\lambda_n)\,(\zeta_d-|\eta|\lambda_0\lambda_n\zeta_p).
\end{equation}
Both $\lambda$ are below one for $E>0$, so $k^*>0$, and the d--d term changes sign when
\begin{equation}
\zeta_p/\zeta_d>1/(|\eta|\lambda_0\lambda_n)>1 .
\label{eq:crit}
\end{equation}
Covalency without a heavy ligand does not reverse this term in the model: at $\zeta_p=\zeta_d=\zeta$ the product is $\zeta k^{*2}\ge0$. Reversal of the d--d term needs $\sigma$ and $\pi$ covalency together, since the threshold diverges when either $\lambda$ vanishes.

When the d--d gap stays finite as the covalency vanishes, the CT ligand term is not of higher order in the covalency. For small $\lambda$ and $\eta<0$, the ligand part of the d--d term is $-2m^2|\eta|\lambda_0\lambda_n\zeta_p/(\varepsilon_0-\varepsilon^*)$, and that of the CT term is $2m^2|\eta|\lambda_0(\lambda_n+|\eta|\lambda_0)\zeta_p/(\varepsilon_0-\varepsilon^b)$. At fixed denominators both are quadratic in $\lambda$; their ratio has size $(1+|\eta|\lambda_0/\lambda_n)\,|\varepsilon_0-\varepsilon^*|/(\varepsilon_0-\varepsilon^b)$. If the two $d$ levels share one $E$, as in the $d^9$ model below, the gap $\varepsilon_0-\varepsilon^*\approx E(\lambda_0^2-\lambda_n^2)$ is itself quadratic in $\lambda$; the d--d ligand part then tends to a constant and the ratio vanishes as $\lambda^2$, so the CT part is comparable only at sizeable covalency. For $\eta<0$ the full coefficient of $\zeta_p$ is
\begin{equation}
\frac{\partial\Delta g}{\partial\zeta_p}=2m^2|\eta|a'\left[-\frac{b'k^*}{\varepsilon_0-\varepsilon^*}+\frac{b\,k^b}{\varepsilon_0-\varepsilon^b}\right],
\label{eq:slope}
\end{equation}
with $k^b=ab'+|\eta|a'b>0$ and $\varepsilon_0>\varepsilon^b$, so the second term is positive.

For $d^1$ with the $xy$ SOMO the antibonding $x^2-y^2$ level is empty and above, $\varepsilon_0-\varepsilon^*<0$, and the first term of Eq.~(\ref{eq:slope}) is positive too. Both ligand terms work against the negative metal d--d shift of $g_\parallel$. In $g_\perp$, $\eta>0$ makes $\zeta^*$ larger and the d--d shift more negative. The CT factor $k^b=ab'-a'b/\sqrt2$ is a difference and may have either sign. Where the d--d term governs $g_\perp$, ligand coupling raises $g_\parallel$ and lowers $g_\perp$, and the order of the two can invert.

For $d^9$ with the $x^2-y^2$ SOMO both partners lie below, and the two terms of Eq.~(\ref{eq:slope}) have opposite signs on both axes. The ligand lowers $g$ at first order when $b'k^*/(\varepsilon_0-\varepsilon^*)>bk^b/(\varepsilon_0-\varepsilon^b)$ and raises it otherwise. At $V_\pi=0$ one has $b=1$, $b'=0$, $\varepsilon^b=0$, $k^b=a'/2$, and the parallel slope is $8\cdot\tfrac12a'\cdot\tfrac12a'/\varepsilon_0=+2a'^2/\varepsilon_0$: a purely $\sigma$-bonded heavy ligand increases $g_\parallel$.

The first-order formula for $\Delta g$ has been derived, along with the conditions under which ligand spin-orbit coupling cancels or reverses the metal contribution. What remains is to evaluate the size of these effects in a worked model of the halides, examine what the model leaves out, and draw the consequences for practice.
